**Inverse-cube cooling of a thin wafer after lamp shut-off**

The program examines the law 1/T³ = 1/T0³ + K t with K = 6εσ/(C d). Here T is the absolute temperature, T0 its initial value, t the time, ε the emissivity of each face, σ the Stefan-Boltzmann constant, C the heat capacity per volume and d the thickness. It asserts that numerical integration of the energy balance agrees with the law, that T⁻² and T⁻⁴ do not give straight lines, and that Planck's radiance integrates to σT⁴ for one black face. It also asserts the leading correction for warm surroundings, the bounds on the lamp-afterglow delay in the example, and the temperature difference across the thickness. For the model wafer, cooling from 1300 K to 900 K takes 5.77 s in the ideal law. Six neglected effects, with rough assumed sizes, together lengthen this to 6.48 s and lower the apparent emissivity from 0.70 to 0.62. A separate heat-conduction calculation finds the rim about 9 K colder than the interior when the interior reaches 900 K.

## Program and output

```python
"""
Result under test: after lamp shut-off, a thin wafer radiating from both faces
to cold surroundings obeys 1/T^3 = 1/T0^3 + K t, K = 6 eps sigma / (C d).
T: absolute temperature; T0: its initial value; t: time; d: thickness;
C: heat capacity per volume; eps: total hemispherical emissivity of each face;
sigma: Stefan-Boltzmann constant; k_wafer: thermal conductivity.
The law assumes constant C and eps, an isothermal wafer, no rim loss and no
returned radiation. The program also sizes departures from these assumptions.
All internal quantities are in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

sigma = const.Stefan_Boltzmann

# Round model parameters, roughly typical of a wafer in a lamp-heated chamber
d = 750e-6
diameter = 0.300
C = 2.0e6
eps = 0.70
k_wafer = 30.0
T0 = 1300.0
T_target = 900.0

# Rough sizes of the effects left out of the ideal law
T_wall = 300.0
wall_absorptivity = 0.90
k_gas = 0.05
gas_gap = 0.020
heat_capacity_drop = 0.05
emissivity_drop = 0.10
lamp_decay = 0.30

areal_C = C * d
K = 6 * eps * sigma / areal_C
t_char = 1 / (K * T0**3)


def ideal_temperature(t):
    return (T0**-3 + K * t) ** (-1 / 3)


def ideal_time(T):
    return (T**-3 - T0**-3) / K


# One black face: integrate Planck radiance over frequency and hemisphere
planck_integral = quad(lambda x: x**3 / np.expm1(x), 0, 60)[0]
angle_integral = 2 * np.pi * quad(
    lambda a: np.cos(a) * np.sin(a), 0, np.pi / 2)[0]
radiance = 2 * (const.k * T0)**4 / (const.h**3 * const.c**2) * planck_integral
black_flux = angle_integral * radiance
assert abs(black_flux / (sigma * T0**4) - 1) < 1e-7

# Integrate the energy balance of the whole disk, in watts and joules
face_area = np.pi * diameter**2 / 4
disk_heat_capacity = C * face_area * d
t_target = ideal_time(T_target)
sample_times = np.linspace(0, t_target, 41)
ideal_run = solve_ivp(
    lambda t, T: -2 * face_area * eps * sigma * T**4 / disk_heat_capacity,
    (0, t_target), [T0], t_eval=sample_times,
    method="DOP853", rtol=1e-11, atol=1e-9)
assert ideal_run.success
T_run = ideal_run.y[0]
assert np.max(np.abs(T_run - ideal_temperature(sample_times))) < 1e-4


def bend(power):
    """Largest departure of T^-power from its chord, relative to its range."""
    u = T_run ** (-power)
    chord = u[0] + (u[-1] - u[0]) * sample_times / t_target
    return np.max(np.abs(u - chord)) / (u[-1] - u[0])


bends = {power: bend(power) for power in (2, 3, 4)}
assert bends[3] < 1e-6
assert bends[2] > 0.01 and bends[4] > 0.01

# Emissivity recovered from two temperatures of the integrated run
i, j = 5, 35
eps_recovered = areal_C * (T_run[j]**-3 - T_run[i]**-3) / (
    6 * sigma * (sample_times[j] - sample_times[i]))
assert abs(eps_recovered - eps) < 1e-5


def time_to(target, T_rad=0.0, gas_h=0.0, wall_abs=1.0,
            c_slope=0.0, e_slope=0.0, lamp_tau=0.0):
    """Time to cool from T0 to target, by integration of the full balance."""
    def loss(T):
        e = eps * (1 + e_slope * (T - T0))
        exchange = 1 / (1 / e + 1 / wall_abs - 1)
        return (2 * exchange * sigma * (T**4 - T_rad**4)
                + 2 * gas_h * (T - T_wall))

    def rate(t, y):
        T = y[0]
        lamp = loss(T0) * np.exp(-t / lamp_tau) if lamp_tau > 0 else 0.0
        return [(lamp - loss(T)) / (areal_C * (1 + c_slope * (T - T0)))]

    def reached(t, y):
        return y[0] - target
    reached.terminal = True
    reached.direction = -1
    run = solve_ivp(rate, (0, 100), [T0], events=reached,
                    method="DOP853", rtol=1e-10, atol=1e-8)
    assert run.success and len(run.t_events[0]) == 1
    return run.t_events[0][0]


# Initial cooling rate and time to half the initial temperature
initial_rate = T0 / (3 * t_char)
numerical_rate = 1.0 / time_to(T0 - 1.0)
assert abs(numerical_rate / initial_rate - 1) < 0.003
t_half = 7 * t_char
assert abs(time_to(T0 / 2) / t_half - 1) < 1e-6

# Effects on the time to the target, one at a time and then together
span = T0 - T_target
gas_h = k_gas / gas_gap
changes = {
    "surroundings at 300 K": dict(T_rad=T_wall),
    "walls absorb 90%": dict(wall_abs=wall_absorptivity),
    "gas conduction": dict(gas_h=gas_h),
    "heat capacity falls": dict(c_slope=heat_capacity_drop / span),
    "emissivity falls": dict(e_slope=emissivity_drop / span),
    "lamp afterglow": dict(lamp_tau=lamp_decay),
}
times = {name: time_to(T_target, **opts) for name, opts in changes.items()}
everything = {}
for opts in changes.values():
    everything.update(opts)
t_all = time_to(T_target, **everything)
for name, value in times.items():
    faster = name in ("gas conduction", "heat capacity falls")
    assert (value < t_target) == faster
eps_apparent = areal_C * (T_target**-3 - T0**-3) / (6 * sigma * t_all)

# Leading correction for surroundings that radiate back
extra_series = 3 / 7 * T_wall**4 * (T_target**-7 - T0**-7) / K
extra_numeric = times["surroundings at 300 K"] - t_target
assert abs(extra_series / extra_numeric - 1) < 0.02

# Temperature at which returned radiation lowers the slope by 5 percent
T_five = T_wall / 0.05**0.25
t_above = time_to(T_five + 1, T_rad=T_wall)
t_below = time_to(T_five - 1, T_rad=T_wall)
slope_five = ((T_five - 1)**-3 - (T_five + 1)**-3) / (t_below - t_above)
assert abs(slope_five / K - 0.95) < 2e-4

# The afterglow delay slightly exceeds the lamp decay time
lamp_delay = times["lamp afterglow"] - t_target
assert lamp_decay < lamp_delay < 1.2 * lamp_decay


def conduct(length, cells, t_end, faces_radiate):
    """Heat conduction from an insulated plane to a radiating end surface.
    If faces_radiate, both wafer faces also drain heat along the length."""
    h = length / cells

    def end_temperature(T_last):
        return T_last - eps * sigma * T_last**4 * h / (2 * k_wafer)

    def rate(t, T):
        flux = np.zeros(cells + 1)
        flux[1:-1] = k_wafer * (T[:-1] - T[1:]) / h
        flux[-1] = eps * sigma * end_temperature(T[-1])**4
        change = (flux[:-1] - flux[1:]) / (h * C)
        if faces_radiate:
            change = change - 2 * eps * sigma * T**4 / areal_C
        return change

    run = solve_ivp(rate, (0, t_end), np.full(cells, T0), method="LSODA",
                    rtol=1e-8, atol=1e-6, lband=1, uband=1)
    assert run.success
    T_end = run.y[:, -1]
    return T_end, end_temperature(T_end[-1])


# Across the thickness: parabolic difference and the mean temperature
profile, T_face = conduct(d / 2, 20, 1.0, False)
difference_numeric = profile[0] - T_face
difference_formula = eps * sigma * T_face**4 * d / (4 * k_wafer)
assert abs(difference_numeric / difference_formula - 1) < 0.02
profile_late, _ = conduct(d / 2, 20, t_target, False)
mean_shift = np.mean(profile_late) - T_target
assert abs(mean_shift) < 0.5
difference_start = eps * sigma * T0**4 * d / (4 * k_wafer)

# Inward from the rim: the far end must still follow the ideal law
strip, T_rim = conduct(0.060, 240, t_target, True)
assert abs(strip[0] - T_target) < 0.02
rim_deficit = strip[0] - T_rim
# Constant initial rim flux without feedback must overestimate the deficit
rim_bound = 2 * eps * sigma * T0**4 * np.sqrt(
    t_target / (np.pi * k_wafer * C))
assert 0 < rim_deficit < rim_bound
rim_area_ratio = np.pi * diameter * d / (2 * face_area)

print(f"thickness d = {d * 1e6:.0f} um")
print(f"wafer diameter = {diameter * 1e3:.0f} mm")
print(f"heat capacity per volume C = {C * 1e-6:.2f} J/(cm3 K)")
print(f"heat capacity per area C d = {areal_C * 1e-4:.3f} J/(cm2 K)")
print(f"emissivity of each face = {eps:.2f}")
print(f"thermal conductivity = {k_wafer * 1e-2:.2f} W/(cm K)")
print(f"initial temperature = {T0:.0f} K")
print(f"target temperature = {T_target:.0f} K")
print(f"sigma = {sigma * 1e-4:.5e} W/(cm2 K4)")
print(f"black one-face flux, Planck = {black_flux * 1e-4:.3f} W/cm2")
print(f"grey one-face flux at start = {eps * sigma * T0**4 * 1e-4:.3f} W/cm2")
print(f"slope K = {K:.4e} 1/(K3 s)")
print(f"characteristic time tc = {t_char:.3f} s")
print(f"initial cooling rate = {initial_rate:.1f} K/s")
print(f"time to half of T0 = {t_half:.2f} s")
print(f"1/T0^3 = {T0**-3:.4e} 1/K3")
print(f"1/T^3 at target = {T_target**-3:.4e} 1/K3")
print(f"ideal time to target = {t_target:.3f} s")
for t in (0, 2, 4, 6):
    T = ideal_temperature(t)
    print(f"t = {t} s: T = {T:.1f} K, 1/T^3 = {T**-3:.4e} 1/K3")
for power, value in bends.items():
    print(f"bend of T^-{power} from chord = {100 * value:.5f} % of range")
print(f"emissivity recovered, ideal run = {eps_recovered:.4f}")
print(f"surroundings temperature = {T_wall:.0f} K")
print(f"wall absorptivity = {wall_absorptivity:.2f}")
print(f"gas conductivity = {k_gas * 1e3:.0f} mW/(m K)")
print(f"gas gap on each side = {gas_gap * 1e3:.0f} mm")
print(f"heat capacity drop by target = {100 * heat_capacity_drop:.0f} %")
print(f"emissivity drop by target = {100 * emissivity_drop:.0f} %")
print(f"lamp decay time = {lamp_decay:.2f} s")
for name, value in times.items():
    shift = 100 * (value / t_target - 1)
    print(f"{name}: time = {value:.3f} s, shift = {shift:+.2f} %")
print(f"all six: time = {t_all:.3f} s, "
      f"shift = {100 * (t_all / t_target - 1):+.2f} %")
print(f"apparent emissivity, all six = {eps_apparent:.3f}")
print(f"surroundings delay, series = {extra_series:.4f} s")
print(f"surroundings delay, numerical = {extra_numeric:.4f} s")
print(f"slope is 5% low at T = {T_five:.0f} K")
print(f"afterglow delay = {lamp_delay:.3f} s")
print(f"centre minus face, formula at T0 = {difference_start:.3f} K")
print(f"centre minus face at 1 s, formula = {difference_formula:.3f} K")
print(f"centre minus face at 1 s, numerical = {difference_numeric:.3f} K")
print(f"mean shift at target from conduction = {mean_shift:.3f} K")
print(f"rim area / area of both faces = {100 * rim_area_ratio:.2f} %")
print(f"rim colder than interior at target = {rim_deficit:.1f} K")
print("done: every assertion held")
```

Output:

```
thickness d = 750 um
wafer diameter = 300 mm
heat capacity per volume C = 2.00 J/(cm3 K)
heat capacity per area C d = 0.150 J/(cm2 K)
emissivity of each face = 0.70
thermal conductivity = 0.30 W/(cm K)
initial temperature = 1300 K
target temperature = 900 K
sigma = 5.67037e-12 W/(cm2 K4)
black one-face flux, Planck = 16.195 W/cm2
grey one-face flux at start = 11.337 W/cm2
slope K = 1.5877e-10 1/(K3 s)
characteristic time tc = 2.867 s
initial cooling rate = 151.2 K/s
time to half of T0 = 20.07 s
1/T0^3 = 4.5517e-10 1/K3
1/T^3 at target = 1.3717e-09 1/K3
ideal time to target = 5.773 s
t = 0 s: T = 1300.0 K, 1/T^3 = 4.5517e-10 1/K3
t = 2 s: T = 1089.8 K, 1/T^3 = 7.7271e-10 1/K3
t = 4 s: T = 971.6 K, 1/T^3 = 1.0902e-09 1/K3
t = 6 s: T = 892.3 K, 1/T^3 = 1.4078e-09 1/K3
bend of T^-2 from chord = 4.46131 % of range
bend of T^-3 from chord = 0.00000 % of range
bend of T^-4 from chord = 4.34475 % of range
emissivity recovered, ideal run = 0.7000
surroundings temperature = 300 K
wall absorptivity = 0.90
gas conductivity = 50 mW/(m K)
gas gap on each side = 20 mm
heat capacity drop by target = 5 %
emissivity drop by target = 10 %
lamp decay time = 0.30 s
surroundings at 300 K: time = 5.816 s, shift = +0.74 %
walls absorb 90%: time = 6.222 s, shift = +7.78 %
gas conduction: time = 5.549 s, shift = -3.88 %
heat capacity falls: time = 5.594 s, shift = -3.10 %
emissivity falls: time = 6.160 s, shift = +6.70 %
lamp afterglow: time = 6.094 s, shift = +5.56 %
all six: time = 6.480 s, shift = +12.25 %
apparent emissivity, all six = 0.624
surroundings delay, series = 0.0422 s
surroundings delay, numerical = 0.0426 s
slope is 5% low at T = 634 K
afterglow delay = 0.321 s
centre minus face, formula at T0 = 0.709 K
centre minus face at 1 s, formula = 0.475 K
centre minus face at 1 s, numerical = 0.475 K
mean shift at target from conduction = 0.160 K
rim area / area of both faces = 0.50 %
rim colder than interior at target = 8.8 K
done: every assertion held
```
